# Anomalies, Yukawa Couplings and the Equality of Proton and Positron Charge

## Problem

One generation of Standard Model matter is written entirely in left-handed Weyl fields. The field $u^c$, for example, is the left-handed field that describes the antiparticle of the right-handed up quark. The hypercharges are treated as unknown real numbers.

| Field | Colour | Weak isospin | Components | Hypercharge |
|---|---|---|---|---|
| $Q=(u,d)$ | triplet | doublet | 6 | $y_Q$ |
| $u^c$ | antitriplet | singlet | 3 | $y_u$ |
| $d^c$ | antitriplet | singlet | 3 | $y_d$ |
| $L=(\nu,e)$ | singlet | doublet | 2 | $y_L$ |
| $e^c$ | singlet | singlet | 1 | $y_e$ |

There is one Higgs doublet $H$ with hypercharge $y_H\neq0$, and no right-handed neutrino. The masses come from the couplings $Qu^cH$, $Qd^cH^\dagger$ and $Le^cH^\dagger$.

(a) Explain why consistency requires certain sums over the hypercharges to vanish, and write these sums down.

(b) Combine them with the invariance of the Yukawa couplings and find all hypercharges, up to a common scale.

(c) Find the unbroken electric charge, and compare the proton with the positron. Which conditions are enough to make them equal?

(d) What would anomaly cancellation alone allow?

(e) Examine what happens if a neutrino singlet is added, or if a second generation has different charges.

Use $\hbar=c=1$ and absorb coupling constants into the background fields.

## Solution

### (a) Why the sums must vanish

The field equation of the hypercharge field, $\partial_\mu F^{\mu\nu}=J^\nu$, implies $\partial_\nu J^\nu=0$, because $F^{\mu\nu}$ is antisymmetric. The hypercharge current must therefore be conserved. Quantum mechanically, a single Weyl field violates this.

Take a left-handed field of charge $q$ in parallel fields $E$ and $B$ along $z$. Its one-particle Hamiltonian is $-\boldsymbol\sigma\cdot\boldsymbol\pi$ with $\boldsymbol\pi=\mathbf p-q\mathbf A$ and $[\pi_x,\pi_y]=iqB$. For the transverse part,
$$(\sigma_x\pi_x+\sigma_y\pi_y)^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-qB\,\sigma_z .$$
The operator $\pi_x^2+\pi_y^2$ is an oscillator with eigenvalues $(2n+1)|qB|$. The total vanishes only for $n=0$ and $\sigma_z=\mathrm{sign}(qB)$. On this zero mode the transverse part of the Hamiltonian gives nothing, and the energy is
$$\varepsilon=-\mathrm{sign}(qB)\,p ,$$
where $p$ is the momentum along $z$. All other levels have $|\varepsilon|\ge\sqrt{2|qB|}$, so in a weak, slowly acting $E$ no state on them crosses zero energy.

Next, count the states. In the gauge $A_y=Bx$ a mode with transverse momentum $k_y$ is centred at $x=k_y/(qB)$. The values of $k_y$ are spaced by $2\pi/L_y$, so an area $L_xL_y$ holds $|qB|L_xL_y/2\pi$ modes. Along $z$ there are $dp/2\pi$ states per unit length, and the electric field shifts them at the rate $\dot p=qE$. The filled sea thus gains or loses particles at the rate, per unit volume,
$$\dot n=-\mathrm{sign}(qB)\,\frac{|qB|}{2\pi}\,\frac{qE}{2\pi}=-\frac{q^2EB}{4\pi^2}.$$
For $q=1$, $E=0.8$, $B=1.5$ this is $-1.2/(4\pi^2)=-0.0304$ in natural units.

Each created particle carries hypercharge $y$. If the background is itself a hypercharge field, then $q=y$ and the total violation is proportional to $\sum y\cdot y^2$. If the background is a weak or colour field along a diagonal generator, then $q=t$, the eigenvalue of that generator, and the violation is proportional to $\sum y\,t^2$. The sums run over all components. The factor $-EB/4\pi^2$ is common to them, so the sums themselves must vanish.

For the weak generator $T_3$ each doublet contributes $t^2=\tfrac14+\tfrac14=\tfrac12$. There are three quark doublets, one per colour, and one lepton doublet. For a colour generator with eigenvalues $\pm\tfrac12,0$ each triplet or antitriplet also contributes $\tfrac12$, and $Q$ contains two triplets. After removal of the common factor $\tfrac12$,
$$2y_Q+y_u+y_d=0\quad\text{(colour)},\qquad 3y_Q+y_L=0\quad\text{(weak)},$$
$$6y_Q^3+3y_u^3+3y_d^3+2y_L^3+y_e^3=0\quad\text{(cubic)}.$$

A curved spacetime can also create particles. Gravity acts in the same way on every left-handed field, whatever its charges, so the hypercharge created is proportional to $\sum y$:
$$6y_Q+3y_u+3y_d+2y_L+y_e=0\quad\text{(gravitational)}.$$
That the common coefficient is nonzero is taken here as a known input. The hypercharges found in part (b) do not depend on it, as shown there. The three branches of part (d) do: without this condition $y_e$ stays free in (d), and the cubic condition, one equation for three unknowns, leaves a continuous family of ratios.

The remaining conditions do not restrict the hypercharges. Sums with a single weak or colour generator vanish because these generators are traceless. The pure colour anomaly cancels between the two triplets in $Q$ and the two antitriplets $u^c,d^c$. The pure weak one vanishes because $\{\sigma_a,\sigma_b\}=2\delta_{ab}$ leaves the trace of a single $\sigma_c$. Finally, the weak group requires an even number of doublets, a further known input, and there are $3+1=4$.

### (b) The hypercharges

A coupling is invariant under hypercharge rotations if the charges of its factors add to zero, with $H^\dagger$ counting as $-y_H$:
$$y_Q+y_u+y_H=0,\qquad y_Q+y_d-y_H=0,\qquad y_L+y_e-y_H=0 .$$
Write $q=y_Q$ (from here on, $q$ has this meaning) and $h=y_H$. Then
$$y_u=-q-h,\qquad y_d=h-q,\qquad y_e=h-y_L .$$
The colour condition gives $2q+(-q-h)+(h-q)=0$, which holds identically. The weak condition gives $y_L=-3q$, and hence $y_e=h+3q$. At this point two numbers, $q$ and $h$, are still free.

The gravitational sum becomes
$$6q+3(-q-h)+3(h-q)+2(-3q)+(h+3q)=h-3q .$$
For the cubic sum, first evaluate
$$y_u^3+y_d^3=-(h+q)^3+(h-q)^3=-6h^2q-2q^3 .$$
With $y_L^3=-27q^3$ and $y_e^3=h^3+9h^2q+27hq^2+27q^3$,
$$\begin{aligned}\sum y^3&=6q^3-18h^2q-6q^3-54q^3+h^3+9h^2q+27hq^2+27q^3\\&=h^3-9h^2q+27hq^2-27q^3=(h-3q)^3 .\end{aligned}$$
For real charges either sum alone forces $h=3q$. The gravitational and cubic conditions are therefore equivalent here: either one implies the other, so the gravitational condition need not be imposed separately, and the two can never conflict. The result is
$$y_Q:y_u:y_d:y_L:y_e:y_H=1:-4:2:-3:6:3 .$$

The common scale has no physical content, because multiplying all $y$ by a number and dividing the coupling by it changes nothing. With the choice $y_H=\tfrac12$,
$$y_Q=\tfrac16,\quad y_u=-\tfrac23,\quad y_d=\tfrac13,\quad y_L=-\tfrac12,\quad y_e=1 .$$
If $y_H$ were zero, $h=3q$ would make every hypercharge vanish, and the hypercharge field would decouple from matter. This is why $y_H\ne0$ was assumed.

The cancellation can be read field by field. The colour and weak columns include the factor $\tfrac12$ that was removed above.

| Field | Colour | Weak | $\sum y$ | $\sum y^3$ |
|---|---|---|---|---|
| $Q$ | $1/6$ | $1/4$ | $1$ | $1/36$ |
| $u^c$ | $-1/3$ | $0$ | $-2$ | $-8/9$ |
| $d^c$ | $1/6$ | $0$ | $1$ | $1/9$ |
| $L$ | $0$ | $-1/4$ | $-1$ | $-1/4$ |
| $e^c$ | $0$ | $0$ | $1$ | $1$ |

In the last column the quarks add up to $(1-32+4)/36=-\tfrac34$ and the leptons to $+\tfrac34$. With these hypercharges neither quarks nor leptons are consistent alone. Other values can make all four sums vanish for the quarks alone ($y_Q=0$, $y_u=-y_d$) or for the leptons alone ($y_L=y_e=0$), but each group still has an odd number of doublets.

### (c) Electric charge

A weak rotation brings the vacuum value of $H$ to the form $(0,v)$. The photon couples to the generator that leaves this vacuum unchanged. Acting with a general combination gives
$$(aT_1+bT_2+cT_3+kY)\begin{pmatrix}0\\v\end{pmatrix}=v\begin{pmatrix}(a-ib)/2\\-c/2+k\,y_H\end{pmatrix}.$$
Both entries vanish, for real coefficients, if $a=b=0$ and $k=c/(2y_H)$. With the normalization $c=1$ the electric charge is
$$\mathcal Q=T_3+\frac{Y}{2y_H}.$$
The unit $e$ is then the charge difference between the two members of a weak doublet.

To see which condition does what, use the charges before the last anomaly condition is imposed, and define $r=y_Q/(2y_H)$. The quarks have
$$\mathcal Q_u=\tfrac12+r,\qquad \mathcal Q_d=-\tfrac12+r ,$$
so the proton ($uud$) and the neutron ($udd$) have
$$\mathcal Q_p=\tfrac12+3r,\qquad \mathcal Q_n=-\tfrac12+3r .$$
The positron is described by $e^c$, which has $T_3=0$, and the neutrino is the upper member of $L$:
$$\mathcal Q_{e^+}=\frac{y_H+3y_Q}{2y_H}=\tfrac12+3r,\qquad \mathcal Q_\nu=\tfrac12-3r .$$
Hence $\mathcal Q_p=\mathcal Q_{e^+}$ for every $r$. The Yukawa couplings and the weak anomaly condition, which ties the lepton doublet to the three quark doublets, are enough for this equality. The gravitational and cubic conditions have not been used. They offer a second route: together with the Yukawa couplings, but without the weak condition, they give $y_L=-y_H$ and $y_H=3y_Q$, and so the same equality.

Once the weak condition is imposed, either the gravitational or the cubic condition fixes the value of the charge. With $y_Q=y_H/3$ one has $r=\tfrac16$, and therefore
$$\mathcal Q_u=\tfrac23,\quad \mathcal Q_d=-\tfrac13,\quad \mathcal Q_p=\mathcal Q_{e^+}=1,\quad \mathcal Q_n=\mathcal Q_\nu=0 .$$
The hydrogen atom is neutral by the first group of conditions. An atom that contains neutrons is neutral only once the last condition is added.

### (d) Anomaly cancellation without Yukawa couplings

Solve the colour condition by $y_u=-q-t$ and $y_d=-q+t$, with $t$ free. The weak condition again gives $y_L=-3q$. The gravitational one reads $6q-6q-6q+y_e=0$, so $y_e=6q$. Since $y_u^3+y_d^3=-2q^3-6qt^2$, the cubic sum is
$$6q^3-6q^3-18qt^2-54q^3+216q^3=18q\,(9q^2-t^2).$$
There are three branches, $t=3q$, $t=-3q$ and $q=0$. The first two differ by an exchange of the names $u^c$ and $d^c$. In the third, $u^c$ and $d^c$ carry opposite hypercharges and all other fermions carry none. It is free of anomalies, but it is not our world.

The Yukawa couplings decide. The quark couplings require $h=t$, and the lepton coupling requires $h=y_L+y_e=3q$. Together they give $t=3q$. In the branch $q=0$ with $t\neq0$, one Higgs doublet would need $h=t$ and $h=0$ at once, so it could not give mass to both the quarks and the electron.

### (e) Where the result fails

**A neutrino singlet.** Add a field $N^c$ with the coupling $LN^cH$. Invariance requires $y_L+y_N+y_H=0$, so $y_N=3q-h$. As $N^c$ has neither colour nor weak isospin, only two sums change:
$$\sum y=(h-3q)+(3q-h)=0,\qquad \sum y^3=(h-3q)^3+(3q-h)^3=0 .$$
Both now vanish for every $q$, and the ratio $y_Q/y_H$ is no longer fixed. The free direction is baryon number minus lepton number: at fixed $h$, a change $\delta$ in $q$ shifts $Q$ by $\delta$ and $L$ by $-3\delta$, in the ratio of $\tfrac13$ to $-1$.

As an example take $y_H=\tfrac12$ and $y_Q=\tfrac16+\delta$ with $\delta=0.01$. Without $N^c$ the anomaly sums are
$$\sum y=-3\delta=-0.03,\qquad \sum y^3=(-0.03)^3=-2.7\times10^{-5},$$
and the theory is inconsistent. With $N^c$ and $y_N=0.03$ it is allowed. Since $2y_H=1$, now $3r=3y_Q=0.53$, and
$$\mathcal Q_p=\mathcal Q_{e^+}=1.03,\qquad \mathcal Q_n=0.03,\qquad \mathcal Q_\nu=-0.03 .$$
Hydrogen remains neutral. A beryllium atom with four protons, five neutrons and four electrons has the charge
$$4(1.03)+5(0.03)-4(1.03)=0.15$$
in units of $e$. In this model the neutrality of such an atom thus tests something that the neutrality of hydrogen does not.

A Majorana mass term $N^cN^c$ is invariant only if $2y_N=0$. This gives $h=3q$ and restores the result of part (b). With a Dirac mass alone, the neutrality of the neutron is an additional assumption.

**Generations with different charges.** Take two generations without $N^c$, each with the hypercharges of part (b). Then shift $y_L$ by $+\varepsilon$ and $y_e$ by $-\varepsilon$ in the first, and by the opposite amounts in the second. The sum $y_L+y_e$ is unchanged in each generation, so Yukawa couplings within a generation remain invariant. The weak sum changes by $\varepsilon-\varepsilon=0$, and the gravitational one by $(2\varepsilon-\varepsilon)+(-2\varepsilon+\varepsilon)=0$. In the cubic sum the odd powers of $\varepsilon$ cancel between the generations, and the even ones leave
$$12y_L\varepsilon^2+6y_e\varepsilon^2=6\varepsilon^2(2y_L+y_e)=6\varepsilon^2(-1+1)=0 .$$
Every condition holds, yet the positron of the first generation has charge $1-\varepsilon$. For $\varepsilon=0.1$ it is $0.9$, while the proton keeps charge $1$, so even hydrogen would be charged. The anomalies of one generation are here compensated by the other, which the single-generation argument excludes. The argument carries over to several generations if they are assumed to have identical hypercharges.

The numerical output below lists the hypercharges and electric charges, the anomaly sums for the solution of part (b) and for the shifted charges without $N^c$, and the number of free directions for one generation with and without $N^c$.

## Values computed for the example and the checks

```
Pumping rate, q=1, E=0.8, B=1.5 (natural units): -0.03040
Number of weak doublets, colours counted: 4
Free directions before last anomaly condition: 2
Free directions after it: 1
Hypercharges (dimensionless, scale y_H = 1/2):
  y(Q) = 1/6
  y(u^c) = -2/3
  y(d^c) = 1/3
  y(L) = -1/2
  y(e^c) = 1
  y(H) = 1/2
Contributions to tr(T_c^2 Y), tr(T_w^2 Y), tr Y, tr Y^3 (dimensionless):
  Q    1/6, 1/4, 1, 1/36
  u^c  -1/3, 0, -2, -8/9
  d^c  1/6, 0, 1, 1/9
  L    0, -1/4, -1, -1/4
  e^c  0, 0, 1, 1
  sum  0, 0, 0, 0
Yukawa misfit of anomaly-free branches (dimensionless):
  y_Q=0, t=1: 1.309
  t=-3y_Q, y_Q=1/6: 1.309
  t=+3y_Q, y_Q=1/6: 0.000
Electric charges (units of e):
  up: 2/3
  down: -1/3
  neutrino: 0
  electron: -1
  positron: 1
  proton: 1
  neutron: 0
Shift of y_Q: delta = 0.01
  without N^c: tr Y = -0.0300, tr Y^3 = -2.700e-05
  with N^c (Dirac coupling): y_N = 0.0300, anomalies cancel
  proton charge: 1.0300 e
  positron charge: 1.0300 e
  neutron charge: 0.0300 e
  neutrino charge: -0.0300 e
  hydrogen atom charge: 0.0000 e
  beryllium atom (4 p, 5 n, 4 e) charge: 0.1500 e
Free directions with N^c, Dirac only: 2
Free directions with N^c and Majorana mass: 1
Two generations, lepton shift epsilon = 0.10:
  proton 1.0000 e, first-generation positron 0.9000 e
```
